A Band Gap Alone Sets No Threshold for Electronic Stopping

Take one electron bound to one site, with two levels an energy Δ apart, and let an ion pass at constant speed v. Suppose the ion couples the levels through the pulse

w(t) = w₀ b²/(b² + v²t²),

where b is a length of the order of the distance of closest approach. To first order in w₀ the excitation amplitude is

A = (1/iħ) ∫ w(t) e^{iΔt/ħ} dt.

The integrand has a pole at t = ib/v in the upper half plane, where the exponential decays. The residue there is w₀ (b/2iv) e^{−Δb/ħv}, and multiplying by 2πi gives the integral πw₀(b/v) e^{−Δb/ħv}. The probability is therefore

P = |A|² = (πw₀b/ħv)² exp(−2Δb/ħv).

It becomes very small when the passage time b/v is long compared with ħ/Δ, but it vanishes at no speed v > 0. A slow pulse still contains the frequency Δ/ħ. In space, this is the Fourier component of the ion's potential with wave number q = Δ/(ħv). The slower the ion, the larger the momentum ħq that goes with a given energy.

**Why a threshold is expected**

In a crystal the electron is not tied to a site, and momentum has to be accounted for. The case for a threshold starts here, and it is a reasonable one. An ion on a fixed straight path that transfers momentum ħq along its motion transfers the energy ħqv. Let the band edges be parabolic, with positive electron and hole masses m_c and m_v. If the electron starts at wave number κ from the valence edge and ends at κ + q from the conduction edge, the energy needed is

E = E_g + ħ²(κ+q)²/2m_c + ħ²κ²/2m_v.

For given q the cheapest κ satisfies (κ+q)/m_c + κ/m_v = 0. With μ = m_c + m_v this gives κ = −q m_v/μ and κ + q = q m_c/μ. The two kinetic terms add up to ħ²q²(m_c + m_v)/2μ² = ħ²q²/2μ. Setting ħqv equal to or above the total cost gives

v ≥ E_g/(ħq) + ħq/(2μ).

The right side is smallest where its derivative vanishes, −E_g/(ħq²) + ħ/(2μ) = 0, so that

q* = √(2μE_g)/ħ,  v_em = √(2E_g/μ).

Below v_em no pair can be made. For parabolas that continue without limit, and with q the only momentum available, this is a correct and strict threshold.

Now put numbers to it. Consider electrons on a line in the potential −U₀cos(Gx), with G = 2π/a, a = 0.40 nm, U₀ = 9.0 eV and the lowest band full. The computed gap is 8.52 eV, and the masses at the band edges are 0.48 and 2.75 free-electron masses. They give v_em = 0.96 nm/fs, the speed of a 4.8 keV proton, and q* = 26.9 nm⁻¹. The zone boundary lies at 7.85 nm⁻¹. At the supposed threshold the kinetic terms together equal E_g, and the hole's share is m_v/μ = 0.85 of that, or about 7 eV. The valence band is only 0.32 eV wide. The parabolas have been used far outside the region where they describe the bands.

**What the lattice changes**

A Bloch state is a sum of plane waves whose wave numbers differ by multiples of G:

ψ_v,k = Σₙ cₙ e^{i(k+nG)x},  ψ_c,k' = Σₙ dₙ e^{i(k'+nG)x}.

The factor e^{iqx} connects them if k' = k + q − sG for some integer s. Matching plane waves, with real coefficients and normalized states, gives the overlap

M = Σₙ dₙ₊ₛ cₙ.

The lattice takes up the momentum ħsG, and a rigid lattice does so without taking energy. Energy conservation contains the full q:

E_c(k+q) − E_v(k) = ħqv,

where E_c is periodic. Fix k and v, and define f(q) = E_c(k+q) − E_v(k) − ħqv. At q = 0, f is at least E_g, hence positive. Since E_c cannot exceed the top of its band, f is negative once ħqv is greater than that top minus E_v(k). The band energy is continuous, so f has a zero in between. Every valence state thus has an energy-conserving transition at every v > 0. In three dimensions the same argument works with q taken along v, because each band is bounded and continuous there too.

An allowed transition need not have a nonzero rate. The ion's potential must have Fourier components at q ≥ E_g/(ħv), and the overlaps there must not all vanish. A potential with no components above some q_max would give a true first-order threshold, at a speed no lower than E_g/(ħq_max). A uniform medium, with one plane wave per state, has no terms with s ≠ 0, and the parabolic argument regains its force.

**The rate**

Write the ion's potential as W(x−vt) = ∫(dq/2π) W(q) e^{iq(x−vt)}. On a line of length L, each transition has the golden-rule rate (2π/ħ)|W(q)M/L|² δ(E_c−E_v−ħqv). Summing over initial k and over q gives L²∫∫dk dq/(2π)², which cancels 1/L². With a factor 2 for spin,

R = (4π/ħ) Σ_c ∫(dk/2π) ∫(dq/2π) |W(q)M|² δ(E_c−E_v−ħqv).

Each event costs ħqv, and the ion covers v per unit time. The stopping S, energy given to the electrons per path length, is the same integral with the extra weight ħq.

To remove the delta function, hold k' in one zone and let k run over the whole line, with q = k' − k. The derivative of the delta's argument with respect to k is ħv − dE_v/dk. If ħv exceeds the steepest valence slope, as it does at all speeds in the table below, there is one root for each k' and

R = (1/πħ) Σ_c ∫dk' |W(q)M|²/(ħv − dE_v/dk).

For a proton moving parallel to the line at distance b, W(x) = −C/√(x²+b²) with C = e²/4πε₀, and its transform is W(q) = −2C K₀(qb). From K₀(z) = ∫₀^∞ exp(−z cosh t) dt and cosh t ≥ 1 + t²/2 follows

K₀(z) ≤ √(π/2z) e^{−z}.

Since q ≥ E_g/(ħv), |W(q)|² brings at least the suppression exp(−2bE_g/ħv), the exponential of the two-level case. The overlaps add to it. The Schrödinger equation for the coefficients reads

[ħ²(k+nG)²/2m − E] cₙ = (U₀/2)(cₙ₋₁ + cₙ₊₁),

so at large n each coefficient is smaller than the one before by a factor of about mU₀/(ħ²n²G²). A large s needs such small coefficients.

**The numbers**

With b = 0.15 nm the first-order results are given below. For a proton of full charge first order is not reliable: the lowest rows are far too small and the row at 0.70 nm/fs is too large, as the last section explains.

v (nm/fs) | proton energy (eV) | path per excitation (nm) | S (eV/nm)
1.20 | 7517 | 2.9 | 3.4
0.70 | 2558 | 22 | 0.43
0.50 | 1305 | 550 | 0.017
0.35 | 639 | 1.1×10⁵ | 8.1×10⁻⁵
0.20 | 209 | 3.2×10¹¹ | 2.7×10⁻¹¹
0.15 | 117 | 2.6×10¹⁸ | 3.4×10⁻¹⁸

All rows but the first lie below v_em. At 0.50 nm/fs the momentum transfer cannot be less than E_g/(ħv) = 25.9 nm⁻¹, and its mean over the excitation events, S/(ħR), is 27.9 nm⁻¹, or about 1.8G. The mean energy per event is 8.52 × 27.9/25.9 = 9.2 eV. The rate is 9.06×10⁻⁴ per fs, so the path per event is 0.50/(9.06×10⁻⁴) = 552 nm, and S = 9.2/552 = 0.017 eV/nm.

Between 0.20 and 0.15 nm/fs, ln S changes with 1/v at −9.5 nm/fs, against −3.9 nm/fs from the exponential of the probe alone. Read as a power law, this would be about v⁵⁵. On a linear plot such a curve looks like a threshold.

The golden rule was tested by solving the time-dependent Schrödinger equation for the full valence band on a ring of 40 cells. The proton potential was scaled down by 1000 and switched on and off with the envelope exp(−t²/2τ²), τ = 5 fs. At 0.70 and 0.50 nm/fs the excitation rates agreed with the formula to within 0.5%, and the stopping to 0.3% and 3.6%. When the components with q > 0.9E_g/(ħv) were removed from the potential at 0.50 nm/fs, the rate fell to 1.3×10⁻⁴ of its former value. The large momentum transfers do cause the excitation.

**The suppression need not be exponential**

The steep fall above belongs to a smooth crystal potential and to a proton kept at a distance from the electrons. A point nucleus gives the electron density a cusp, and a cusp has a long tail in q. Take a proton exciting free hydrogen from 1s to 2s, in atomic units. The product of the orbitals is (2−r)e^{−3r/2}/(4π√2). With D = q² + α² and α = 3/2, the transforms of e^{−αr} and re^{−αr} are 8πα/D² and 8π(3α²−q²)/D³. Twice the first minus the second has the numerator 24π(q²+9/4) − 8π(27/4−q²) = 32πq², so

F(q) = 4√2 q²/(q²+9/4)³,

which falls as q⁻⁴. For a straight path, integrated over all impact parameters, the first-order cross section is

σ = (8π/v²) ∫ q dq F²/q⁴ = (128π/5v²)(q₀²+9/4)⁻⁵,

with q running upward from q₀ = 3/(8v). At low speed q₀⁻¹⁰ ∝ v¹⁰, hence σ ∝ v⁸. Numerical integration between v = 0.01 and 0.02 gives the power 7.97. First order is not a reliable description of a slow proton near hydrogen. The power law needs both the cusp and the close passages. On a path at a fixed impact parameter ρ the first-order probability still falls roughly as exp(−2q₀ρ). Within first order, the law of suppression thus depends on how smooth the charge distributions are and on how close the ion comes.

**The threshold that remains**

"Any nonzero speed" holds for an ion whose path is prescribed. A free ion of mass M_ion that gives up momentum ħq loses the energy

ħqv − ħ²q²/2M_ion = M_ion v²/2 − (M_ion v − ħq)²/2M_ion ≤ M_ion v²/2.

If the crystal is at zero temperature and the ion's kinetic energy is the only source, the ion must therefore carry at least E_g of it to lift an electron across the gap. A scan over the model's bands puts the lowest allowed proton energy within 1 meV of the gap, at 8.5 eV and 0.040 nm/fs. The effective-mass formula had put it at 4.8 keV. Recoil matters well above this limit: at 0.15 nm/fs it amounts to 0.17 eV, and adding this to the gap roughly halves the first-order S.

**Beside real rock salt**

The period and the gap are roughly those of a chloride row in NaCl. The valence band of the model is much narrower than the real one, which is of the order of 2 eV wide, and real electrons are not confined to a line. The values of S are therefore not predictions for NaCl. Their sensitivity can be judged at 0.50 nm/fs by changing one thing at a time. Moving the proton to 0.10 nm from the row multiplies S by 25. Lowering the conduction bands rigidly by 1 eV, a crude stand-in for excitonic binding or defect levels, multiplies it by 3.5; at 0.15 nm/fs the same shift gives a factor of 4000. Screening by the long-wave constant of about 2.3 would divide S by 5, but at momentum transfers near 28 nm⁻¹ the electrons screen much less, so the real reduction should be much smaller. Using the full proton potential in the time-dependent calculation, with the same envelope, gives about 0.6 of the first-order value (0.62 with a time step of 0.03 fs, 0.58 with 0.02 fs and with 0.01 fs). This envelope averages over partial strengths. With the full potential held constant, on a ring of 20 cells, the ratio is about 0.9 at 0.50 nm/fs and only about 0.03 at 0.70 nm/fs, so the correction depends strongly on the speed. At lower speeds it changes direction: the full potential gives roughly 2 to 3 times the first-order S at 0.35 nm/fs and a few hundred times at 0.25 nm/fs, depending on how it is switched on and off. Several smaller momentum transfers then do together what a single large one rarely does. First order still shows that the loss is not zero, but it no longer gives its size. Thermal carriers do not matter: at 300 K, exp(−E_g/2kT) is about 10⁻⁷².

For implantation the comparison with nuclear stopping decides what may be dropped. The ZBL universal formula, for a proton on a random path in NaCl, gives 1.9 eV/nm at both 0.50 and 0.15 nm/fs. The first-order electronic loss is about 1% of that at the higher speed and 2×10⁻¹⁸ of it at the lower. The second ratio is not an estimate of the full loss, which may be larger by many powers of ten. At 0.15 nm from the row it is still negligible: the full potential gives only about 10⁻⁵ eV/nm at 0.25 nm/fs and less than 10⁻⁷ eV/nm at 0.15 nm/fs. At 0.10 nm from the row, however, the loss at 0.25 nm/fs is roughly a thousand times larger, of the order of 1% of the nuclear stopping. On that path an empty level bound to the proton comes down to within a few tenths of an eV of the filled levels, so the process is close to electron capture. An aligned path would have a different nuclear loss, so these ratios are only a guide. Within the model, and for the path at 0.15 nm, a cutoff at v_em would discard a loss at 0.70 nm/fs that first order puts at 0.43 eV/nm and the full potential at only about 0.013 eV/nm, roughly 1% of the nuclear stopping, while a cutoff at 0.15 nm/fs would discard nothing of practical weight. A real proton also captures electrons and passes closer to the nuclei, so neither these cutoffs nor these ratios can be carried over to NaCl. The Lindhard–Scharff estimate for a proton in NaCl, which ignores the gap, is about 15 eV/nm at 0.50 nm/fs, some 900 times the model's value and well above the nuclear stopping. Such a cutoff is a statement about the size of the loss, and it moves with the ion's path, the gap and the defects. The numerical output below gives the first-order values in full.

Computed results

```
period 0.40 nm, U0 9.0 eV, distance B 0.15 nm
G = 15.708 1/nm, zone boundary = 7.854 1/nm
gap = 8.522 eV
valence width = 0.315 eV, conduction width = 3.172 eV
masses: electron 0.481, hole 2.754 (free electron = 1)
effective-mass threshold = 0.963 nm/fs (proton 4837 eV), at q = 26.90 1/nm
v nm/fs | proton eV | gap/(hbar v) 1/nm | mean q/G | rate 1/fs | nm per excitation | S eV/nm
 1.20 |  7516.6 |  10.79 |  0.80 | 4.129e-01 | 2.906e+00 | 3.416e+00
 0.70 |  2557.7 |  18.50 |  1.28 | 3.208e-02 | 2.182e+01 | 4.260e-01
 0.50 |  1305.0 |  25.89 |  1.77 | 9.058e-04 | 5.520e+02 | 1.661e-02
 0.35 |   639.4 |  36.99 |  2.50 | 3.110e-06 | 1.125e+05 | 8.054e-05
 0.25 |   326.2 |  51.79 |  3.46 | 6.533e-10 | 3.827e+08 | 2.339e-08
 0.20 |   208.8 |  64.74 |  4.20 | 6.218e-13 | 3.217e+11 | 2.703e-11
 0.15 |   117.4 |  86.31 |  5.70 | 5.756e-20 | 2.606e+18 | 3.393e-18
relative shift of S, finer mesh/more waves/bands: 2.2e-16 (v=0.7), 1.4e-05 (v=0.15)
sample Bloch overlap at v=0.15: double 4.759588e-05, 40 digits 4.759588e-05
propagation/golden rule at v=0.7: rate 1.0023, S 1.0032
propagation/golden rule at v=0.5: rate 1.0044, S 1.0358
rate left at v=0.5 without q > 0.9 gap/(hbar v): 1.3e-04 of full
d ln S/d(1/v), v=0.15-0.20: -9.53 nm/fs; probe factor alone -3.88 nm/fs
local power of v there: 55.2
hydrogen 1s-2s first-order cross section: power of v = 7.966
recoil threshold: 0.0404 nm/fs, proton energy 8.5222 eV, excess over gap 0.207 meV
full proton strength, v=0.5: S over pulse / first-order S = 0.582 (time step 0.03 fs: 0.620)
gap lowered by 1 eV, v=0.5: S times 3.51
gap lowered by 1 eV, v=0.15: S times 4004.02
distance 0.10 nm instead of 0.15, v=0.5: S times 24.53
uniform screening by rough constant 2.3: S divided by 5.29
proton recoil energy at v=0.15: 0.166 eV, S times 0.473
thermal carriers, 300 K: log10 exp(-gap/2kT) = -71.6
nuclear stopping (ZBL, random path), v=0.5: 1.90 eV/nm; model electronic/nuclear = 8.7e-03
nuclear stopping (ZBL, random path), v=0.15: 1.94 eV/nm; model electronic/nuclear = 1.8e-18
```
